\section*{Double-Gate Decay Length and Insulator Permittivity at Fixed Equivalent Oxide Thickness}

Two double-gate transistors have the same 6 nm body and the same gate capacitance per area, that of 0.8 nm of silicon dioxide. In the first, the insulator has relative permittivity 3.9 and is 0.8 nm thick. In the second, the permittivity is 19.5 and the thickness 4.0 nm. Far enough from the drain, a disturbance entering from it dies out along the first channel with a decay length of 3.25 nm, and along the second with 3.86 nm, which is 19\% longer. The capacitance seen by a long channel is unchanged, so the lateral decay must also depend on some other property of the insulator.

\section{The model}

The body has thickness $t_s=2a$ and relative permittivity $\varepsilon_s$. On each side lies an insulator of thickness $t_i$ and relative permittivity $\varepsilon_i$, covered by a gate. The coordinate $x$ runs along the channel, and $y=0$ is mid-body, so the gates are at $y=\pm(a+t_i)$. The equivalent oxide thickness is
\begin{equation}
t_e=\frac{3.9\,t_i}{\varepsilon_i}.
\label{eot}
\end{equation}
Permittivities are isotropic and uniform in each layer, the gates are ideal equipotentials, and the structure does not vary along $x$ under them. The device is below threshold, so mobile charge is neglected; fixed doping is allowed.

Write the potential as $\Phi_0(y)+\phi(x,y)$, where $\Phi_0$ is the long-channel solution containing the doping charge and the gate bias. Poisson's equation is linear when the charge is fixed. Subtracting the equation for $\Phi_0$ therefore leaves
\begin{equation}
\nabla\cdot(\varepsilon\nabla\phi)=0,\qquad \phi=0\ \text{on the gates}.
\label{laplace}
\end{equation}
Substitute $\phi=X(x)\psi(y)$ and divide by $\varepsilon X\psi$:
\begin{equation}
\frac{X''}{X}=-\frac{(\varepsilon\psi')'}{\varepsilon\psi}=k^2 .
\end{equation}
Each side depends on a different coordinate, so both equal a constant. Thus $X$ is a combination of $e^{\pm kx}$, the decay length is $\lambda=1/k$, and
\begin{equation}
(\varepsilon\psi')'+k^2\varepsilon\psi=0 .
\label{mode}
\end{equation}
For even modes $\psi'(0)=0$ and $\psi(a+t_i)=0$. Multiplying (\ref{mode}) by $\psi$ and integrating by parts over the half-stack removes the boundary terms and gives
\begin{equation}
k^2=\frac{\int_0^{a+t_i}\varepsilon\psi'^2\,dy}{\int_0^{a+t_i}\varepsilon\psi^2\,dy}>0 .
\label{quotient}
\end{equation}
The numerator cannot vanish, because a constant $\psi$ that is zero at the gate is zero everywhere.

\section{First derivation: matching the layers}

The even solution in the body, and the solution in the upper insulator that vanishes at the gate, are
\begin{equation}
\psi=\cos ky,\qquad \psi=B\sin[k(a+t_i-y)] .
\end{equation}
Let $u=kt_i$. At $y=a$ the potential and the normal displacement $-\varepsilon\psi'$ are continuous:
\begin{align}
\cos ka&=B\sin u,\\
\varepsilon_s k\sin ka&=\varepsilon_i kB\cos u .
\end{align}
Dividing the second line by the first gives the decay-length equation,
\begin{equation}
\varepsilon_s\tan ka=\varepsilon_i\cot u,
\quad\text{or}\quad
\tan\frac{t_s}{2\lambda}\,\tan\frac{t_i}{\lambda}=\frac{\varepsilon_i}{\varepsilon_s}.
\label{decay}
\end{equation}

The slowest mode has the smallest $k$. On the interval from zero to the smaller of $\pi/2a$ and $\pi/2t_i$, the left side of the first form rises from zero and the right side falls from infinity. At the upper end either the left side diverges or the right side reaches zero, so the curves cross once. This crossing gives $\lambda_1$, and its position implies $\lambda_1>t_s/\pi$ and $\lambda_1>2t_i/\pi$.

Now hold $t_e$, $t_s$ and $\varepsilon_s$ fixed. By (\ref{eot}), $C=\varepsilon_i/t_i=3.9/t_e$ is then constant. Multiply (\ref{decay}) by $k$ and use $\varepsilon_i k=Cu$:
\begin{equation}
\varepsilon_s k\tan ka=C\,u\cot u .
\label{fixed}
\end{equation}
The permittivity now enters through $u=kt_i$ alone, and
\begin{equation}
\frac{d}{du}(u\cot u)=\cot u-\frac{u}{\sin^2u}
=\frac{\sin u\cos u-u}{\sin^2u}<0,
\end{equation}
because $\sin u\cos u=\tfrac12\sin2u<u$ for $u>0$. Raise $\varepsilon_i$, and hence $t_i$. If the old root $k_1$ still lies below $\pi/2t_i$, the right side of (\ref{fixed}) at $k_1$ has dropped below the left, so the curves now cross at a smaller $k$. If $k_1$ lies at or above the new $\pi/2t_i$, the new root is smaller because it must lie below that limit. In both cases $\lambda_1$ increases.

The rate follows from implicit differentiation. Let $h(u)=u\cot u$ and $G=\varepsilon_s k\tan ka-Ch(u)$. Then
\begin{align}
k\,\partial_kG&=\varepsilon_s k\left(\tan ka+\frac{ka}{\cos^2ka}\right)-Cuh',\\
t_i\,\partial_{t_i}G&=-Cuh' .
\end{align}
Along $G=0$, $d\ln k/d\ln t_i=-(t_i\partial_{t_i}G)/(k\partial_kG)$, and $\ln\lambda=-\ln k$. At fixed $t_e$ we also have $d\ln t_i=d\ln\varepsilon_i$. With $Cu=\varepsilon_i k$, a common factor $k$ cancels:
\begin{equation}
S\equiv\frac{d\ln\lambda_1}{d\ln\varepsilon_i}\bigg|_{t_e}
=\frac{P_i}{P_i+P_s},
\label{sens}
\end{equation}
\begin{equation}
P_i=\varepsilon_i\frac{u-\sin u\cos u}{\sin^2u},\qquad
P_s=\varepsilon_s\frac{ka+\sin ka\cos ka}{\cos^2ka}.
\end{equation}
Both terms are positive, so $0<S<1$.

\section{Second derivation: a minimum principle}

The quotient in (\ref{quotient}) can be taken as the starting point. Its minimum over continuous functions that vanish at the gate is the smallest $k^2$. Replace $y$ by a coordinate that measures inverse capacitance, $dz=dy/\varepsilon$. Since $\psi'=\psi_z/\varepsilon$,
\begin{equation}
k_1^2=\min_\psi\frac{N}{D},\qquad
N=\int_0^Z\psi_z^2\,dz,\qquad D=\int_0^Z\varepsilon^2\psi^2\,dz .
\label{min}
\end{equation}
The body occupies a length $a/\varepsilon_s$ in $z$, and the insulator occupies $t_i/\varepsilon_i=t_e/3.9$. At fixed $t_e$ neither length changes.

Take the minimizing $\psi$ for one insulator and use it, as a function of $z$, as a trial function for another of higher $\varepsilon_i$. The numerator $N$ is the same. The denominator is larger, because $\varepsilon^2$ has grown in the insulator. The new minimum cannot exceed this reduced quotient, so $k_1^2$ falls and $\lambda_1$ rises. No transcendental equation is needed.

The same principle yields that equation. At the minimum, $N-k^2D$ is stationary. Writing $z_a$ for the interface and integrating by parts in each layer,
\begin{align}
0=\tfrac12\delta(N-k^2D)={}&-\int_0^Z\delta\psi\,(\psi_{zz}+k^2\varepsilon^2\psi)\,dz\nonumber\\
&+\delta\psi(z_a)\,[\psi_z(z_a^-)-\psi_z(z_a^+)]-\delta\psi(0)\,\psi_z(0).
\end{align}
Because $\delta\psi$ is arbitrary, each coefficient vanishes. Continuity of $\psi_z=\varepsilon\psi'$ and the even condition $\psi_z(0)=0$ are results here, not inputs. They also exclude an interior zero of the minimizer: $|\psi|$ has the same $N$ and $D$, so it too is a minimizer and has continuous slope in $z$. At a zero its slope would vanish, and the differential equation would make it zero everywhere. In particular $\psi(z_a)\neq0$, and this also ensures that $D$ strictly increased in the argument above.

With constant $\varepsilon$ in each layer, the slopes at the interface are
\begin{equation}
\psi_z(z_a^-)=-k\varepsilon_s\tan(ka)\,\psi(z_a),\qquad
\psi_z(z_a^+)=-k\varepsilon_i\cot(u)\,\psi(z_a).
\end{equation}
Equating them recovers (\ref{decay}).

The principle also explains $S$. When $\ln\varepsilon_i$ changes slightly, the change in $\psi$ has no first-order effect on a stationary quotient. The explicit change is $dD=2W_i\,d\ln\varepsilon_i$, where $W_i$ and $W_s$ are the insulator and body parts of $\int\varepsilon\psi^2dy=D$. Hence $d\ln k_1^2=-2W_i\,d\ln\varepsilon_i/(W_i+W_s)$, and
\begin{equation}
S=\frac{W_i}{W_i+W_s}.
\end{equation}
This agrees with (\ref{sens}): integrating the squared cosine and sine, with $B=\cos ka/\sin u$, gives $W_{i,s}=P_{i,s}\cos^2(ka)/2k$. The sensitivity is the insulator's share of the weighted square of the mode.

Finally, an odd mode vanishes at mid-body. On the half-stack it is an admissible trial function for the even problem, so its $k^2$ cannot be lower. Equality would make it a minimizer with both $\psi(0)=0$ and $\psi_z(0)=0$, hence zero everywhere. The slowest even mode is therefore the slowest mode of either symmetry.

\section{Limits and numbers}

If $\varepsilon_i=\varepsilon_s$, equation (\ref{decay}) becomes $\tan ka=\cot u$. Its first solution is $ka+u=\pi/2$, so
\begin{equation}
\lambda_1=\frac{t_s+2t_i}{\pi}.
\end{equation}
The gates then enclose a uniform dielectric, and their full separation sets the decay. For very large $\varepsilon_i$ at fixed $t_e$, $t_i$ grows and $k_1<\pi/2t_i$ tends to zero. The left side of (\ref{fixed}) vanishes, which requires $u\to\pi/2$ and $\lambda_1\to2t_i/\pi$.

There is also a lower bound. Since $\tan ka>ka$ and $u\cot u<1$, (\ref{fixed}) gives $\varepsilon_s ak_1^2<C$, or
\begin{equation}
\lambda_1>\sqrt{\frac{\varepsilon_s t_s t_e}{2(3.9)}} .
\end{equation}
The length on the right contains the insulator through $t_e$ alone, so it cannot register the effect.

For $t_s=6$ nm, $t_e=0.8$ nm and $\varepsilon_s=11.7$, this bound is $\sqrt{7.2}=2.68$ nm. Solving (\ref{decay}) numerically for its first root gives:
\begin{center}
\begin{tabular}{cccc}
$\varepsilon_i$ & $t_i$ (nm) & $\lambda_1$ (nm) & $S$\\
3.9 & 0.8 & 3.25 & 0.014\\
7.8 & 1.6 & 3.32 & 0.057\\
11.7 & 2.4 & 3.44 & 0.131\\
19.5 & 4.0 & 3.86 & 0.349\\
39.0 & 8.0 & 5.72 & 0.768
\end{tabular}
\end{center}
At $\varepsilon_i=19.5$, $k_1=1/3.857=0.2593$ nm$^{-1}$, so $ka=0.778$ and $u=1.037$. The tangents are 0.985 and 1.692, and their product is $1.667=19.5/11.7$. The growth is slow at first because little of the mode's weight lies in a thin insulator. It becomes steep as that share rises.

Fixed $t_e$ is essential to the conclusion. At fixed $t_i$, raising $\varepsilon_i$ lifts the right side of (\ref{decay}), moves the crossing to larger $k$ and shortens $\lambda_1$. With $t_i=0.8$ nm, the change from 3.9 to 19.5 reduces it from 3.25 to 2.22 nm, while $t_e$ falls fivefold.

\section{What the drain gains}

Equation (\ref{mode}) makes modes of different $k$ orthogonal with weight $\varepsilon$: cross-multiplying two mode equations and subtracting leaves a total derivative that integrates to zero. Let the drain impose $f(y)$ per volt at $x=L$, with zero at the source. Projection on the slowest mode, normalized to $\psi(0)=1$, gives
\begin{equation}
c_1=\frac{\int\varepsilon\psi f\,dy}{\int\varepsilon\psi^2\,dy},\qquad
X(x)=c_1\frac{\sinh(x/\lambda_1)}{\sinh(L/\lambda_1)} .
\end{equation}
At $x=L/2$, the identity $\sinh2q=2\sinh q\cosh q$ gives the response $c_1/[2\cosh(L/2\lambda_1)]$.

Choose $f=1$ in the body, falling linearly to zero across the insulator. For $\varepsilon_i=19.5$ the integrals, in nm, give $c_1=(31.7+20.0)/(28.8+15.4)=1.17$, with the body term first in each sum. For $L=20$ nm, $L/2\lambda_1=2.593$ and the response is $1.167/13.44$, or 87 mV/V. For $\varepsilon_i=3.9$, $c_1=1.14$ and the response is 52 mV/V. A two-dimensional finite-volume solution of (\ref{laplace}), which includes the higher even modes, gives 86.7 and 52.4 mV/V. For this choice of $f$ and fixed $L$, the drain's influence at this point is thus 1.65 times larger, mostly through the decay factor, which alone gives 1.62. The ratio depends on what the end of the insulator sees, because that sets $c_1$. With $f=0$ across the insulator it is 1.05, with $f=1$ it is 1.96, and with no normal flux through the insulator's ends it is 1.44 (on a mesh refined toward the corner where the body, the insulator and the end meet, since the field is singular there). If the high-permittivity layer stops at the gate edge and a spacer of permittivity 3.9 to 7 lies over equipotential source and drain, it is about 1.5. Restoring the original $L/\lambda_1$ would take a gate of $20(3.857/3.246)=23.8$ nm. For the linear $f$ this brings the response back to 53 mV/V, but for $f=0$ and $f=1$ it gives 33 and 64 mV/V, against 51 and 53 mV/V for the oxide, because $c_1$ is not restored. These are mid-channel responses, which measure the barrier lowering only at small drain bias. At 0.7 V the barrier top moves toward the source: with the linear $f$, $L=20$ nm and the source 0.3 to 0.6 V above the long-channel potential, the lowest mid-body potential rises by 61 to 70 mV/V for $\varepsilon_i=19.5$ and 37 to 42 mV/V for the oxide, with the ratio still near 1.65.

\section{What each derivation assumes}

Both derivations need ideal gates, uniformity along $x$ and a linear response without mobile charge. Matching also needs layers simple enough to solve, and in return it gives numerical roots and mode shapes. The minimum principle needs only a positive $\varepsilon(y)$ for its comparison, so it covers graded and multilayer insulators: raising $\varepsilon$ anywhere in the insulator, with the $z$-lengths fixed, lengthens $\lambda_1$.

It also covers a stack with a thin silicon-dioxide layer next to the body. Let this layer be 0.4 nm thick, followed by 2.0 nm of permittivity 19.5, so that $t_e$ is still 0.8 nm. A finite-volume solution of (\ref{mode}) gives $\lambda_1=3.32$ nm, an increase of 2\% over the all-oxide stack instead of 19\%. In (\ref{min}) the high-permittivity layer now occupies just the outer half of the insulator's $z$-length. For a linear profile vanishing at the gate, that half holds one eighth of the insulator's part of $\int\psi^2dz$. In the all-oxide mode the insulator's share of $D$ is $S=0.014$. With that mode as the trial function, raising $\varepsilon^2$ by a factor of 25 in the outer half increases $D$ by about $24\times0.014/8$, or 4\%. Since $\lambda_1$ varies as $\sqrt{D/N}$, it grows by about 2\%.

Mobile charge shortens the decay length by an amount that grows with its density. Linear screening adds $\int\varepsilon_s\psi^2dy/L_D^2$ over the body to $N$, where $L_D$ is the Debye length. At an electron density of $10^{17}$ cm$^{-3}$ and 300 K, $L_D=12.9$ nm, and the numerical solution gives a $\lambda_1$ that is 2.8\% shorter for the uniform 19.5 insulator (3.1\% if the same charge follows a confined $\cos^2$ profile across the body). This term assumes a fixed Fermi level and $\phi\ll k_BT/q=26$ mV. A drain bias of 0.7 V shifts mid-channel by about 60 mV, so linearity can fail even below threshold. A drain bias also tilts the quasi-Fermi level, which adds a source that does not decay along $x$. For a small bias, uniform density and a linear tilt, the mid-channel response rises from 87 to 109 mV/V, whereas a fixed level would lower it to 80 mV/V. In a real channel the density is not uniform but rises exponentially toward source and drain, which strengthens the effect. With Boltzmann electrons at $10^{20}$ cm$^{-3}$ at the ends, the linear $f$ and a self-consistent potential, the small-bias response is 134 mV/V (88 for the oxide) when the source is 0.2 V above the long-channel potential and the mid-channel density is near $10^{17}$ cm$^{-3}$; it is 96 (58) at 0.3 V and 88 (54) at 0.5 V. A shorter $\lambda_1$ from mobile charge therefore does not imply weaker drain influence. Above threshold the charge can no longer be treated as a small correction.

Leakage pulls the design the other way, as long as the thicker insulator keeps enough barrier. For a rectangular barrier the tunnelling exponent is $2t_i\sqrt{2m\Phi}/\hbar$. Rough masses of 0.50 and 0.18 electron masses, with barriers $\Phi$ of 3.1 and 1.5 eV, give 10.2 for the oxide and 21.3 for the thicker insulator; a drop of 0.7 V across the layer slopes the barrier and lowers these to 9.6 and 18.6. Barriers tend to fall as permittivity rises, so the gain is not automatic: at 0.7 V and mass 0.18 the 4.0 nm layer falls below the oxide's 9.6 once its barrier is under about 0.7 eV. If 0.7 V fell wholly across the insulator, the fields would be 8.75 and 1.75 MV/cm, against rough breakdown values of 10 and 4 MV/cm. Within this model, for a single uniform insulator at fixed $t_e$ and body, the lowest permittivity that meets the leakage and breakdown limits gives the shortest $\lambda_1$. This is a statement about $\lambda_1$, not always about the drain response: at $L=20$ nm the response rises with $\varepsilon_i$ for the linear, $f=1$ and no-flux ends, but with $f=0$ it is 51, 54 and 48 mV/V at $\varepsilon_i=3.9$, 19.5 and 39, because $c_1$ then falls as the mode's weight moves into the insulator. For stacks the split and the order of the layers matter as well. A 0.6 nm oxide followed by 2.0 nm of permittivity 39 gives 3.29 nm, shorter than the uniform 19.5 layer. Reversing the 0.4 nm and 2.0 nm layers above, so that the high permittivity touches the body, raises $\lambda_1$ from 3.32 to 3.77 nm.

Numbers in the example were calculated in double precision.
